# Internal strain of the diamond lattice in the Keating model

Take a diamond-type crystal with cubic lattice constant 0.54 nm, described by two force constants of 50 and 14 N/m, and shear it by one per cent in a cube plane. If every atom followed the macroscopic strain, the bonds would change length by ±0.333 %. When the atoms are free to settle, the bonds change by ±0.146 %, while the largest changes of bond angle grow from 0.270° to 0.574°. The shear modulus $C_{44}$ falls from 118.5 to 81.0 GPa. These changes come from a displacement of one sublattice against the other by 0.76 pm. Its size is fixed by the competition between the two force constants.

## The model and the meaning of $\zeta$

Diamond consists of two face-centred cubic sublattices, A and B. Let $a$ be the cubic lattice constant and $b=a/4$. The four bonds from an A atom to its B neighbours are $b\mathbf s_i$, with

$$\mathbf s=(1,1,1),\ (1,-1,-1),\ (-1,1,-1),\ (-1,-1,1). \tag{1}$$

The unstrained bond length $d$ satisfies $d^2=3b^2$. Two different bonds at one atom have scalar product $-b^2=-d^2/3$. The Keating energy penalises departures from these values:

$$E=\frac{3\alpha}{8d^2}\sum_{\text{bonds}}(r^2-d^2)^2+\frac{3\beta}{8d^2}\sum_{\text{pairs}}\Big(\mathbf r_i\cdot\mathbf r_j+\frac{d^2}{3}\Big)^2 . \tag{2}$$

Each bond is counted once, and so is each pair of bonds meeting at an atom. Both $\alpha$ and $\beta$ are positive. Since $3/(8d^2)=1/(8b^2)$, both sums carry the prefactor $1/(8b^2)$ times their force constant. The model contains no Coulomb interaction and no thermal motion.

A small homogeneous strain $\varepsilon$ (a symmetric tensor) changes the lattice vectors. It does not by itself fix the separation of the two atoms in a primitive cell, so we write the strained bonds as

$$\mathbf r_i=b(1+\varepsilon)\mathbf s_i+\mathbf u . \tag{3}$$

Here $\mathbf u$ is the displacement of B relative to A beyond the homogeneous strain. For the shear $\varepsilon_{xy}=\varepsilon_{yx}=\gamma/2$, the Kleinman parameter $\zeta$ is defined by

$$u_z=-\zeta b\gamma . \tag{4}$$

Thus $\zeta=0$ means that the atoms follow the strain. Equation (8) below will show that $\zeta=1$ means unchanged bond lengths to first order, which explains the sign and scale chosen in (4).

Why may all cells share one vector $\mathbf u$? Every bracket in (2) vanishes in the unstrained crystal, so to leading order $E$ is a sum of squares of first-order changes. Decompose the extra atomic displacements into a part that repeats from cell to cell and parts that vary with a nonzero wavevector. Translational symmetry forbids cross terms between the varying parts and either the uniform strain or the repeating part. The varying parts therefore contribute a separate quadratic energy, which cannot be negative because it comes from a sum of squares. Setting them to zero attains the minimum.

## First-order changes of bonds and bond pairs

It costs little to treat a general strain, and the elastic constants then follow from the same expression. Define the trace $t=\varepsilon_{xx}+\varepsilon_{yy}+\varepsilon_{zz}$ and the shear vector

$$\mathbf g=2(\varepsilon_{yz},\varepsilon_{xz},\varepsilon_{xy}). \tag{5}$$

Squaring (3) and keeping first-order terms gives

$$\delta(r_i^2)=2b\,\mathbf s_i\cdot(b\varepsilon\mathbf s_i+\mathbf u). \tag{6}$$

Every vector in (1) has components $\pm1$ whose product is $+1$. Hence $s_ys_z=s_x$, and cyclically, so that

$$\mathbf s\cdot\varepsilon\mathbf s=t+2(\varepsilon_{yz}s_ys_z+\varepsilon_{xz}s_xs_z+\varepsilon_{xy}s_xs_y)=t+\mathbf g\cdot\mathbf s. \tag{7}$$

Equation (6) becomes

$$\delta(r_i^2)=2b\,[\,bt+\mathbf s_i\cdot(\mathbf u+b\mathbf g)\,]. \tag{8}$$

For a pure shear, $t=0$, and all four bond lengths are preserved to first order when $\mathbf u=-b\mathbf g$. This is the case $\zeta=1$.

Now take two bonds $i\ne j$ at an A atom. They agree in one component, $k$, where both have the value $\sigma=\pm1$, and are opposite in the other two. Therefore $\mathbf s_j=-\mathbf s_i+2\sigma\mathbf e_k$, with $\mathbf e_k$ the unit vector along $k$. The six pairs correspond to three choices of $k$ and two of $\sigma$. From (3),

$$\delta(\mathbf r_i\cdot\mathbf r_j)=2b^2\,\mathbf s_i\cdot\varepsilon\mathbf s_j+b\,\mathbf u\cdot(\mathbf s_i+\mathbf s_j). \tag{9}$$

The last term is $2b\sigma u_k$. For the first term, take $k=z$ and write $\mathbf s_i=(s_x,s_y,\sigma)$. Then

$$\begin{aligned}
\mathbf s_i\cdot\varepsilon\mathbf s_j&=-\mathbf s_i\cdot\varepsilon\mathbf s_i+2\sigma(\varepsilon\mathbf s_i)_z\\
&=-t-\mathbf g\cdot\mathbf s_i+2\varepsilon_{zz}+\sigma(g_ys_x+g_xs_y).
\end{aligned} \tag{10}$$

Because $s_xs_y=\sigma$, we have $\sigma s_x=s_y$ and $\sigma s_y=s_x$. The last bracket, with its factor $\sigma$, is thus $g_ys_y+g_xs_x$. It cancels two terms of $\mathbf g\cdot\mathbf s_i$ and leaves $-\sigma g_z$. The other choices of $k$ follow by cyclic permutation:

$$\delta(\mathbf r_i\cdot\mathbf r_j)=2b\,[\,b(2\varepsilon_{kk}-t)+\sigma(u_k-bg_k)\,]. \tag{11}$$

At a B atom all bond vectors have the opposite sign. Their scalar products are unchanged, so the same six values occur there.

Comparing (8) with (11) shows the conflict. Bond lengths ask for $\mathbf u=-b\mathbf g$, while scalar products ask for $\mathbf u=+b\mathbf g$.

## Energy and relaxation

We need the sum of squares over the four bonds in a primitive cell. The vectors (1) satisfy $\sum_i\mathbf s_i=0$ and $\sum_i s_{ik}s_{il}=4\delta_{kl}$. The cross term in the square of (8) therefore disappears, and

$$\sum_{\text{bonds}}[\delta(r^2)]^2=16b^2\big(b^2t^2+|\mathbf u+b\mathbf g|^2\big). \tag{12}$$

In the square of (11), the cross term changes sign with $\sigma$ and cancels in the sum over $\sigma=\pm1$. That sum gives a factor 2 for each $k$, the two atoms give another factor 2, and the prefactor $(2b)^2$ gives $4b^2$:

$$\sum_{\text{pairs}}[\delta(\mathbf r_i\cdot\mathbf r_j)]^2=16b^2\sum_k\big[b^2(2\varepsilon_{kk}-t)^2+(u_k-bg_k)^2\big]. \tag{13}$$

Multiplication by $\alpha/(8b^2)$ and $\beta/(8b^2)$ yields the energy per two-atom cell,

$$\begin{aligned}
E={}&2\alpha\big[b^2t^2+|\mathbf u+b\mathbf g|^2\big]\\
&+2\beta\sum_k\big[b^2(2\varepsilon_{kk}-t)^2+(u_k-bg_k)^2\big].
\end{aligned} \tag{14}$$

At fixed strain, the derivative with respect to $u_k$ must vanish:

$$4\alpha(u_k+bg_k)+4\beta(u_k-bg_k)=0. \tag{15}$$

Collecting terms gives $(\alpha+\beta)u_k=-(\alpha-\beta)bg_k$, or

$$\mathbf u=-\zeta b\mathbf g,\qquad \boxed{\zeta=\frac{\alpha-\beta}{\alpha+\beta}} . \tag{16}$$

For the shear in (4), $\mathbf g=(0,0,\gamma)$, so (16) gives the parameter defined there. The second derivative of $E$ is $4(\alpha+\beta)>0$, so the stationary point is a minimum.

For positive force constants, $-1<\zeta<1$. If $\beta/\alpha\to0$, bond lengths win and $\zeta\to1$. If $\alpha=\beta$, the two opposing forces cancel at $\mathbf u=0$. If $\beta>\alpha$, the sublattice moves the other way; for $\alpha=10$ and $\beta=25$ N/m, relaxation gives $\zeta=-0.4286$, as does (16).

A small rigid rotation adds an antisymmetric part to the deformation. It drops out of the scalar products to first order and therefore does not alter (16).

## Two layer orientations

Whether a strained epitaxial layer has an internal displacement depends on its orientation. In a (001) layer strained equally in all directions of its plane, the strain tensor is diagonal in the cube axes. Then $\mathbf g=0$ and $\mathbf u=0$, whatever the value of $\zeta$.

For a (111) layer, let $\varepsilon_\parallel$ be the strain in the plane and $\varepsilon_\perp$ the strain along the normal $\mathbf n=(1,1,1)/\sqrt3$. The tensor is $\varepsilon_\parallel(1-\mathbf n\mathbf n)+\varepsilon_\perp\mathbf n\mathbf n$, and each off-diagonal element equals $\Delta/3$, with $\Delta=\varepsilon_\perp-\varepsilon_\parallel$. Equations (5) and (16) give

$$\mathbf u=-\frac{2}{3}\zeta b\Delta\,(1,1,1). \tag{17}$$

The bond along the normal now differs from the other three. Since $\delta r/d=\delta(r^2)/(2d^2)$ and $d^2=3b^2$, inserting (16) into (8) gives

$$\frac{\delta r_i}{d}=\frac{t+(1-\zeta)\,\mathbf g\cdot\mathbf s_i}{3}. \tag{18}$$

Here $\mathbf g\cdot\mathbf s_i$ is $2\Delta$ for the bond along the normal and $-2\Delta/3$ for each of the others. At $\zeta=0$ the normal bond changes by $(t+2\Delta)/3=\varepsilon_\perp$, since $t=\varepsilon_\perp+2\varepsilon_\parallel$. At $\zeta=1$ all four bonds change by $t/3$. A calculation of strained (111) layers that leaves out $\mathbf u$ therefore assigns the wrong lengths to the bonds unless $\zeta$ or $\Delta$ vanishes.

## Elastic constants

The primitive cell has volume $a^3/4=16b^3$. For the shear $\gamma$, the elastic energy density is $C_{44}\gamma^2/2$. With the atoms clamped to the homogeneous strain, $\mathbf u=0$ in (14), and

$$\frac{C_{44}^{0}\gamma^2}{2}=\frac{2b^2\gamma^2(\alpha+\beta)}{16b^3},\qquad C_{44}^{0}=\frac{\alpha+\beta}{4b}. \tag{19}$$

After relaxation, use $1-\zeta=2\beta/(\alpha+\beta)$ and $1+\zeta=2\alpha/(\alpha+\beta)$:

$$\begin{aligned}
E&=2b^2\gamma^2[\alpha(1-\zeta)^2+\beta(1+\zeta)^2]\\
&=2b^2\gamma^2\,\frac{4\alpha\beta^2+4\beta\alpha^2}{(\alpha+\beta)^2}
=\frac{8b^2\gamma^2\alpha\beta}{\alpha+\beta}.
\end{aligned} \tag{20}$$

Division by the volume gives

$$C_{44}=\frac{\alpha\beta}{b(\alpha+\beta)}=C_{44}^{0}(1-\zeta^2). \tag{21}$$

The last equality follows from $1-\zeta^2=4\alpha\beta/(\alpha+\beta)^2$. Internal relaxation lowers $C_{44}$ for either sign of $\zeta$.

The remaining constants need no relaxation. For $\varepsilon_{xx}=e$ alone, $t=e$ and the three values of $2\varepsilon_{kk}-t$ are $e,-e,-e$. The energy is $2b^2e^2(\alpha+3\beta)$, to be equated with $16b^3C_{11}e^2/2$. For $\varepsilon_{xx}=\varepsilon_{yy}=e$, $t=2e$ and the three values are $0,0,-2e$. The energy is $8b^2e^2(\alpha+\beta)$, to be equated with $16b^3(C_{11}+C_{12})e^2$. Hence

$$C_{11}=\frac{\alpha+3\beta}{4b},\qquad C_{12}=\frac{\alpha-\beta}{4b},\qquad \zeta=\frac{2C_{12}}{C_{11}+C_{12}}. \tag{22}$$

The last relation holds within this model. It also shows what the limit $\zeta\to1$ costs: as $\beta\to0$, both $C_{44}$ and $C_{11}-C_{12}=\beta/b$ vanish, and the lattice loses its resistance to shear.

## Reading the numbers

The opening example uses round model parameters: $\alpha=50$ N/m, $\beta=14$ N/m, $a=0.54$ nm and $\gamma=0.01$. They give $b=0.135$ nm and

$$\zeta=\frac{50-14}{50+14}=0.5625 . \tag{23}$$

Preserving the bond lengths would require a shift of $-b\gamma=-1.35$ pm. The predicted shift is $0.5625$ times this, or $-0.759$ pm. The sublattice thus stops a little beyond halfway.

For this shear, (18) reduces to $\delta r/d=\sigma\gamma(1-\zeta)/3$, where $\sigma=s_z$. The clamped value is $0.01/3=0.333\,\%$, and the relaxed value is $0.4375$ times as large, $0.146\,\%$.

The angles need one more step. From $\cos\theta=\mathbf r_i\cdot\mathbf r_j/(r_ir_j)$, whose unstrained value is $-1/3$,

$$d^2\,\delta(\cos\theta)=\delta(\mathbf r_i\cdot\mathbf r_j)+\frac{\delta(r_i^2)+\delta(r_j^2)}{6}. \tag{24}$$

For the pairs with $k=z$, equations (8) and (11) turn the right-hand side into

$$2b\sigma(u_z-b\gamma)+\frac{2b\sigma}{3}(u_z+b\gamma)=\frac{4b\sigma}{3}(2u_z-b\gamma). \tag{25}$$

For the other pairs, $s_{iz}=-s_{jz}$ and both contributions vanish. Insert $u_z=-\zeta b\gamma$, divide by $d^2=3b^2$, and use $\delta\theta=-\delta(\cos\theta)/\sin\theta$ with $\sin\theta=2\sqrt2/3$:

$$\delta\theta=\frac{3}{2\sqrt2}\,\frac{4\sigma\gamma}{9}(1+2\zeta)=\frac{\sqrt2}{3}\,\sigma\gamma(1+2\zeta). \tag{26}$$

Relaxation multiplies these angle changes by $1+2\times0.5625=2.125$, which takes 0.270° to 0.574°.

The energies show why this is favourable. Per cell, the $\alpha$ term falls from 1.138 to 0.218 meV, while the $\beta$ term rises from 0.319 to 0.778 meV. The total drops from 1.456 to 0.995 meV. By (20), the ratio of the $\alpha$ term to the $\beta$ term changes from $\alpha/\beta$ to $\alpha\beta^2/(\beta\alpha^2)=\beta/\alpha$: the stiffer constraint ends with the smaller share of the energy. The $\beta$ term grows by $(1+\zeta)^2=2.44$, not by $2.125^2$, because a scalar product depends on bond lengths as well as on the angle.

For the shear modulus, (19) gives $64/(4\times0.135)=118.5$ GPa, since 1 N/m divided by 1 nm is 1 GPa. The factor $1-0.5625^2=0.6836$ reduces it to 81.0 GPa.

The program relaxes the atoms of an eight-atom periodic cell under the full energy (2), without linearisation; for the clamped values it leaves out the relaxation. The tests cover the shift and its uniformity, the elastic constants, the local distortions and the division of energy.

## Finite shear

The full relaxation at $\gamma=0.01$ gives a $\zeta$ lower than (16) by $2.07\times10^{-5}$. This difference can be derived. Use the symmetric deformation of (4) at finite $\gamma$. A half-turn about $z$ leaves it unchanged, so the relaxed shift that grows continuously from zero lies along $z$. Put $x=u_z/b$. The changes that enter (2), now without linearisation, are

$$\frac{r^2-d^2}{b^2}=2\sigma(x+\gamma)+x^2+\frac{\gamma^2}{2}, \tag{27}$$

$$\frac{\mathbf r_i\cdot\mathbf r_j}{b^2}+1=2\sigma(x-\gamma)+x^2-\frac{\gamma^2}{2}\quad(k=z), \tag{28}$$

and $x^2$ for each of the four other pairs at an atom. Squaring and summing, with the terms odd in $\sigma$ cancelling, gives

$$\begin{aligned}
\frac{E}{2b^2}={}&\alpha\Big[(x+\gamma)^2+\tfrac14\big(x^2+\tfrac{\gamma^2}{2}\big)^2\Big]\\
&+\beta\Big[(x-\gamma)^2+\tfrac14\big(x^2-\tfrac{\gamma^2}{2}\big)^2+\tfrac12x^4\Big].
\end{aligned} \tag{29}$$

Differentiate, write $x=-(\zeta+\delta\zeta)\gamma$, and keep terms up to $\gamma^3$. The linear terms contribute $-2(\alpha+\beta)\gamma\,\delta\zeta$, and the cubic terms may be evaluated at $x=-\zeta\gamma$. Therefore

$$\delta\zeta=-\frac{\zeta\gamma^2}{2(\alpha+\beta)}\Big[\alpha\big(\tfrac12+\zeta^2\big)+\beta\big(3\zeta^2-\tfrac12\big)\Big]. \tag{30}$$

For the example the square bracket is $40.82+6.29=47.11$ N/m, so $\delta\zeta=-0.5625\times10^{-4}\times47.11/128=-2.07\times10^{-5}$, in agreement with the relaxation. Doubling the shear multiplies the deviation by 3.999, close to the factor 4 of a quadratic law.

## How far the result depends on the model

The result belongs to the scalar-product term in (2), not to the diamond geometry alone. Suppose that term is replaced by one in the bond angle itself, with $d^2(\cos\theta+1/3)$ inside the square and the same prefactor. There are four pairs per cell with the change (25), so the energy under shear is

$$E=2\alpha(u_z+b\gamma)^2+\frac{8\beta}{9}(2u_z-b\gamma)^2 . \tag{31}$$

Setting the derivative to zero and multiplying by $9/4$ gives $9\alpha(u_z+b\gamma)+8\beta(2u_z-b\gamma)=0$, hence

$$\zeta_{\cos}=\frac{9\alpha-8\beta}{9\alpha+16\beta}. \tag{32}$$

With the same two force constants this is $338/674=0.5015$ instead of 0.5625. Both expressions tend to 1 when $\beta/\alpha\to0$, where bond stretching alone decides. In the opposite limit (32) tends to $-1/2$, the value at which the angle changes (26) vanish, whereas (16) tends to $-1$, where the scalar products are preserved. Force constants fitted with one angle term should therefore not be inserted into the formula for another.

A compound with two kinds of atom on the A and B sites may have different constants $\beta_A$ and $\beta_B$. Each atom contributes half of (13), so $\beta$ in (16) is replaced by $(\beta_A+\beta_B)/2$, provided Coulomb forces are still neglected. In a random alloy the cells are no longer equivalent. The argument for one common $\mathbf u$ then fails, and the atomic positions must be relaxed individually.

## Table of computed values

```
zeta from full relaxation at gamma = 1e-4, and from formula
  alpha=50, beta=14 N/m: 0.562500, 0.562500
  alpha=40, beta=2 N/m: 0.904762, 0.904762
  alpha=30, beta=30 N/m: 0.000000, 0.000000
  alpha=10, beta=25 N/m: -0.428571, -0.428571
Example: alpha = 50 N/m, beta = 14 N/m
a = 0.54 nm, b = 0.135 nm, d = 0.23383 nm
shear gamma = 0.01
zeta (formula) = 0.5625
shift for rigid bonds, -b*gamma = -1.3500 pm
shift, linear formula = -0.7594 pm
shift, full relaxation = -0.7593 pm
bond change, clamped = +/- 0.3333 %
bond change, relaxed = +/- 0.1458 %
angle change, clamped = +/- 0.2701 degrees
angle change, relaxed = +/- 0.5739 degrees
Energies per two-atom cell:
  clamped: stretch 1.1375, bend 0.3185, sum 1.4560 meV
  relaxed: stretch 0.2178, bend 0.7776, sum 0.9953 meV
C11 = 170.37 GPa, C12 = 66.67 GPa
C44 clamped = 118.52 GPa, relaxed = 81.02 GPa
C44 relaxed/clamped = 0.6836
2 C12/(C11+C12) = 0.5625
zeta(gamma=0.01) - zeta = -2.070e-05
zeta(gamma=0.02) - zeta = -8.278e-05
ratio of these deviations = 3.999
zeta with cosine angle term = 0.5015
```
